Vacuum birefringence in a static magnetic field from the Euler–Heisenberg Lagrangian

**Theorem.** Let a weak light wave travel through the vacuum at angle θ to a static uniform magnetic field B. Its two linearly polarized modes have the refractive indices

n∥ = 1 + (α/4π)(14/45)(B/B_c)² sin²θ,

n⊥ = 1 + (α/4π)(8/45)(B/B_c)² sin²θ,

where B_c = m²c²/(eħ), m is the electron mass and e > 0 the elementary charge. The labels refer to the electric vector of the wave: in mode ∥ it lies in the plane of the wave vector k and B, in mode ⊥ it is normal to that plane. At θ = 90° the difference is

Δn = n∥ − n⊥ = (α/30π)(B/B_c)²,

which is 4.0×10⁻²⁴ at one tesla.

**Assumptions.**

(a) One electron loop is kept. Higher loops change the index shifts by a relative amount of order α.

(b) B ≪ B_c.

(c) The photon energy is far below mc², so that the Lagrangian for constant fields may be used for the wave.

(d) The wave fields are small compared with B, so that the wave equation is linear.

Hartree units are unnatural for this problem. I use ħ = c = ε₀ = 1, so that e² = 4πα and B_c = m²/e, and write f = eB, ε = eE, μ = m².

The proof first finds the Lagrangian of slowly varying fields from the energy of the filled Dirac sea, then linearizes it around B.

**Lemma 1 (magnetic field alone).** The electron vacuum contributes the quartic term f⁴/(360π²m⁴) to the Lagrangian density.

*Proof.* With B along z, the Dirac Hamiltonian is

h = α_z p + K, K = α_x π_x + α_y π_y + βm,

where p is the momentum along z, π the kinetic momentum, and α_x, α_y, α_z, β are the Dirac matrices. Since α_z anticommutes with K, h² = p² + K². Further,

K² = m² + π_x² + π_y² ± fΣ_z,

the sign depending on the sign of the charge. The commutator of π_x and π_y has magnitude f, so π_x² + π_y² is an oscillator with eigenvalues f(2j+1), j = 0, 1, 2, … . The spin term adds +f or −f. Hence

K² = M_n², M_n² = m² + 2nf, n = 0, 1, 2, …

The value n = 0 arises from one spin orientation, each n ≥ 1 from two. Within a level h has zero trace, so positive and negative energies are equally numerous: for given p and orbit centre there are g_n negative-energy states, with g₀ = 1 and g_n = 2 for n ≥ 1. In a gauge with plane waves along y, the orbit centre is at distance k_y/f. The spacing of k_y is 2π/L_y, so an area L_x L_y holds fL_x L_y/2π centres.

The vacuum amplitude over a time T in a volume V is exp(−iUVT) = exp(iLVT), so L is minus the energy density U of the filled sea:

L₁ = (f/2π) Σ g_n ∫ (dp/2π) (p² + M_n²)^(1/2).

This diverges, but its third derivative in μ does not. Using

∂³(p² + M_n²)^(1/2)/∂μ³ = (3/8)(p² + M_n²)^(−5/2),

∫ dp (p² + M²)^(−5/2) = 4/(3M⁴),

where the integral follows from p = M tan u and ∫cos³u du = 4/3 between −π/2 and π/2, we get

∂³L₁/∂μ³ = (f/2π)(1/2π)(3/8)(4/3) Σ g_n/M_n⁴ = R/(8π²),

R = f Σ g_n/(μ + 2nf)².

Put φ(x) = 1/(μ+x)². Because g₀ is half of the other weights, R is the trapezoidal sum for the integral of φ from 0 to ∞ with step 2f. The Euler–Maclaurin formula gives an asymptotic expansion in f/μ. The full series diverges, but its coefficients are the exact small-f coefficients, which is all that is used:

R = ∫φ dx − [(2f)²/12] φ′(0) + [(2f)⁴/720] φ‴(0) + …

With φ′(0) = −2/μ³ and φ‴(0) = −24/μ⁵,

R = 1/μ + 2f²/(3μ³) − 8f⁴/(15μ⁵) + …

L has the dimension of mass to the fourth power and f that of mass squared, so the quartic term is Cf⁴/μ². The polynomial in μ left free by three integrations cannot contain f⁴, since that would need an inverse power of the cutoff, which vanishes when the cutoff is removed. The third derivative of μ⁻² is −24μ⁻⁵, therefore

−24C = −(1/8π²)(8/15) = −1/(15π²), C = 1/(360π²). ∎

**Lemma 2 (electric field parallel to B).** The term of second order in both fields is 5ε²f²/(360π²m⁴).

*Proof.* The added potential energy ±εz acts neither on the spinor nor on the transverse motion, so it does not mix Landau levels. Within level n, the anticommuting matrices α_z and K/M_n can be written as σ_x and σ_z. The level is therefore g_n copies of the one-dimensional Dirac problem

h = pσ_x + Mσ_z, M = M_n,

with energies ±W, W = (p² + M²)^(1/2). Call the positive-energy spinor c and the negative-energy one v.

Since z = i d/dp, the field couples v to c through ⟨c|dv/dp⟩. Differentiate hv = −Wv and project on c:

⟨c|σ_x|v⟩ + W⟨c|dv/dp⟩ = −W⟨c|dv/dp⟩,

so |⟨c|dv/dp⟩| = |⟨c|σ_x|v⟩|/(2W). The matrix h/W is the spin component along the unit vector (p, 0, M)/W. The part of σ_x perpendicular to this direction has length M/W, and this is the size of the element between c and v. Hence

|⟨c|z|v⟩| = M/(2W²).

Transitions between filled states cancel in the total energy. What remains is the second-order shift with energy gap 2W, per copy and unit length:

−ε² ∫ (dp/2π) [M²/(4W⁴)]/(2W) = −(ε²M²/16π) · 4/(3M⁴) = −ε²/(12πM²).

The Lagrangian is minus this energy. Summing over levels,

L₁ ⊃ (f/2π) Σ g_n ε²/(12πM_n²), with μ-derivative −(ε²/24π²)R.

The same sum R appears. Write the mixed term as Xε²f²/μ², whose derivative is −2Xε²f²/μ³. The f² term of R gives

−2X = −(1/24π²)(2/3), X = 1/(72π²) = 5/(360π²). ∎

**Lemma 3 (Euler–Heisenberg Lagrangian to fourth order).** After charge renormalization,

L = ½(E² − B²) + (2α²/45m⁴)[(E² − B²)² + 7(E·B)²].

*Proof.* Consider the quadratic terms first. For the magnetic field, ∂³L₁/∂μ³ contains f²/(12π²μ³), which integrates to (f²/24π²) ln μ. For the electric field, −ε²/(24π²μ) integrates to −(ε²/24π²) ln μ. Together they are

−(1/24π²)(ε² − f²) ln μ,

with a cutoff making the logarithm dimensionless. This is proportional to the Maxwell Lagrangian. It is absorbed by rescaling the fields and the charge with eE and eB held fixed; from here on e is the measured charge.

At fourth order, Lorentz invariance admits products of E² − B² and E·B. The second changes sign under parity, so it must appear squared:

L₄ = c₁(ε² − f²)² + c₂(ε·f)².

For parallel fields the coefficient of f⁴ is c₁ and that of ε²f² is −2c₁ + c₂. Lemmas 1 and 2 give

c₁ = 1/(360π²m⁴), c₂ = 5/(360π²m⁴) + 2c₁ = 7/(360π²m⁴).

Restoring the charge with e⁴ = 16π²α² gives the common factor 16α²/(360m⁴) = 2α²/(45m⁴). ∎

**Lemma 4 (linearized field equations).** Let E₁ and B₁ be the wave fields on top of the static field B. Then

D = κE₁ + c_G B(B·E₁),

H = κB₁ − c_F B(B·B₁),

with c_F = 16α²/(45m⁴), c_G = 28α²/(45m⁴) and κ = 1 − ½c_F B².

*Proof.* Let F = ½(E² − B²) and G = E·B, formed with the total fields. Since (E² − B²)² = 4F², Lemma 3 reads

L = F + ½c_F F² + ½c_G G²,

where ½c_F = 8α²/(45m⁴) and ½c_G = 14α²/(45m⁴). Insert the total fields E₁ and B + B₁:

F = −½B² − B·B₁ + ½(E₁² − B₁²), G = B·E₁ + E₁·B₁.

Terms of L linear in the wave are a constant vector times B₁. As B₁ is the curl of a potential, they are total derivatives and do not affect the equations of motion. The second-order parts are

F² → −½B²(E₁² − B₁²) + (B·B₁)², G² → (B·E₁)².

The quadratic Lagrangian is therefore

L₂ = ½κ(E₁² − B₁²) + ½c_F(B·B₁)² + ½c_G(B·E₁)².

Varying the potentials gives ∇·D = 0 and ∇×H = ∂D/∂t with D = ∂L₂/∂E₁ and H = −∂L₂/∂B₁, which are the stated expressions. ∎

The vacuum thus responds like an anisotropic medium, with an extra electric response along B governed by c_G and an extra magnetic response along B governed by c_F.

**Proof of the theorem.** Now let z be the direction of the wave, with unit vector ẑ, and take B = B(sin θ, 0, cos θ). For fields varying as exp[i(k·r − ωt)] with k = nωẑ, the equation ∇×E₁ = −∂B₁/∂t and those of Lemma 4 become

B₁ = n ẑ×E₁, n ẑ×H = −D, ẑ·D = 0.

*Mode ⊥.* Let E₁ = (0, E_y, 0). Then B·E₁ = 0 and D = κE₁. The magnetic field is B₁ = (−nE_y, 0, 0), so B·B₁ = −nE_y B sin θ and

H_x = −nE_y(κ − c_F B² sin²θ).

The y component of ẑ×H is H_x, so nH_x = −κE_y, or

n⊥² = κ/(κ − c_F B² sin²θ).

*Mode ∥.* Let E₁ = (E_x, 0, E_z) and g = c_G B². Now B₁ = (0, nE_x, 0) is perpendicular to B, so H = κB₁. The condition D_z = 0 reads

κE_z + g cos θ (E_x sin θ + E_z cos θ) = 0,

E_z = −g sin θ cos θ E_x/(κ + g cos²θ).

Unless k is parallel or normal to B, the wave has a small longitudinal electric component, while D is transverse at every angle. It follows that

E_x sin θ + E_z cos θ = κ sin θ E_x/(κ + g cos²θ),

D_x = κE_x + g sin θ (E_x sin θ + E_z cos θ) = κE_x (κ + g)/(κ + g cos²θ).

The last step uses cos²θ + sin²θ = 1. The x component of ẑ×H is −H_y = −κnE_x, so n²κE_x = D_x and

n∥² = (κ + g)/(κ + g cos²θ) = 1 + g sin²θ/(κ + g cos²θ).

*First order.* Terms of sixth order in the fields were dropped from L, and they contribute to the indices at order B⁴. The expressions for n² are therefore meaningful to order B² only. There κ may be set to 1 in the corrections, and the square root halves them:

n∥ − 1 = ½c_G B² sin²θ, n⊥ − 1 = ½c_F B² sin²θ.

From B = (B/B_c)m²/e we have B² = (B/B_c)² m⁴/(4πα), hence

c_G B² = (7α/45π)(B/B_c)² = (α/4π)(28/45)(B/B_c)²,

c_F B² = (4α/45π)(B/B_c)² = (α/4π)(16/45)(B/B_c)².

Halving gives the numbers 14/45 and 8/45. Their difference is 6/45 = 2/15, and (α/4π)(2/15) = α/(30π). ∎

**Remark 1 (physical content).** Mode ∥ is slowed because its electric vector has a component along B, which feels the invariant E·B. Mode ⊥ is slowed because its magnetic vector has a component along B, which feels E² − B². Both components vanish when the wave travels along B, and both formulas for n² then give n = 1. The effect is largest at θ = 90°. Reversing B changes nothing, since B enters squared.

**Remark 2 (stronger fields).** The Landau sum also shows how the B² law begins to fail. Write 1/M_n⁴ = ∫ s exp(−sM_n²) ds, with s from 0 to ∞, and sum the geometric series Σ g_n exp(−2nfs) = coth(fs). Integrating three times in μ divides the integrand by −s³. With the field-free and charge-renormalization terms subtracted,

L₁ = −(1/8π²) ∫ (ds/s³) exp(−m²s) [fs coth(fs) − 1 − (fs)²/3].

The expansion x coth x = 1 + x²/3 − x⁴/45 + 2x⁶/945 − …, integrated term by term, gives an asymptotic (not convergent) series in f/m². It reproduces Lemma 1 and adds

−(1/8π²)(2/945)·3!·f⁶/m⁸ = −f⁶/(630π²m⁸).

For mode ⊥ the derivation above holds with c_F replaced by ∂²L/∂F² at G = 0, to first order in α. There f² = −2e²F, so the two terms of L₁ are

4e⁴F²/(360π²m⁴) + 8e⁶F³/(630π²m⁸).

Their second derivative at F = −½B² is

8e⁴/(360π²m⁴) − 24e⁶B²/(630π²m⁸) = [8e⁴/(360π²m⁴)][1 − (12/7)(B/B_c)²].

The index shift of mode ⊥ thus falls below the B² law. At B = 0.1B_c the full integral gives 0.9835 of the weak-field value, and the two-term estimate gives 0.983.

**Remark 3 (short wavelengths).** Assumption (c) makes the fields vary little over the electron's Compton wavelength, which is how the constant-field Lagrangian is justified here. The condition is sufficient, not necessary: a boost along B leaves the field unchanged and changes ω while keeping the transverse wave number nω sin θ fixed (this is ω sin θ up to the tiny shift n − 1), so ω alone cannot set the limit. Under (b) and (c) the Lorentz-invariant measure (ħω/mc²)(B/B_c) sin θ is also small. Harder photons are not treated by this derivation.

**Example: one tesla at right angles.** The critical field is B_c = 4.414×10⁹ T, so

B/B_c = 2.2655×10⁻¹⁰, (B/B_c)² = 5.1326×10⁻²⁰.

With α/4π = 5.807×10⁻⁴ the shifts are

n∥ − 1 = 5.807×10⁻⁴ × (14/45) × 5.1326×10⁻²⁰ = 9.27×10⁻²⁴,

n⊥ − 1 = 5.807×10⁻⁴ × (8/45) × 5.1326×10⁻²⁰ = 5.30×10⁻²⁴.

With α/30π = 7.743×10⁻⁵ the difference is

Δn = 7.743×10⁻⁵ × 5.1326×10⁻²⁰ = 3.97×10⁻²⁴ ≈ 4.0×10⁻²⁴.

These are one-loop values. By assumption (a) the omitted higher loops change them by a relative amount of order α, about one per cent, so the third figure belongs to the one-loop formula only, and even the second can move. The two-loop factors known from the literature and not derived here, 1 + 1315α/252π for mode ∥ and 1 + 40α/9π for mode ⊥, raise the shifts to about 9.39×10⁻²⁴ and 5.35×10⁻²⁴ and Δn to 4.03×10⁻²⁴, which still rounds to 4.0×10⁻²⁴.

For light of wavelength λ = 1000 nm over a path ℓ = 1 km, the two modes acquire the relative phase

2πℓΔn/λ = 2π × 10³ m × 3.97×10⁻²⁴/(10⁻⁶ m) = 2.5×10⁻¹⁴ rad.

The photon energy is 2.4×10⁻⁶ of the electron rest energy, and its product with B/B_c is 5.5×10⁻¹⁶, so the conditions on frequency and field are well satisfied. The numerical check solves the wave equation directly from the second derivatives of the Lagrangian and confirms at this field the indices and the directions of D (in the plane of k and B for the slower mode, normal to it for the faster).

Values computed for the example and the checks

```
fine-structure constant: 0.0072973526 (dimensionless)
critical field B_c: 4.41401e+09 T
Landau sum, coefficient of f^0: 1 (dimensionless)
Landau sum, coefficient of f^2: 0.666667 (dimensionless)
Landau sum, coefficient of f^4: -0.533333 (dimensionless)
sea polarizability, lowest level, m=1: 0.0265258 (natural units)
360 pi^2 times B^4 coefficient: 1 (dimensionless)
360 pi^2 times E^2 B^2 coefficient: 5 (dimensionless)
360 pi^2 times (E.B)^2 coefficient: 7 (dimensionless)
field in the example: 1 T
B/B_c at 1 T: 2.26552e-10 (dimensionless)
(B/B_c)^2 at 1 T: 5.13256e-20 (dimensionless)
alpha/(4 pi): 0.000580705 (dimensionless)
alpha/(30 pi): 7.74273e-05 (dimensionless)
n_par - 1 at 1 T, 90 degrees: 9.273e-24 (dimensionless)
n_perp - 1 at 1 T, 90 degrees: 5.299e-24 (dimensionless)
Delta n at 1 T, 90 degrees: 3.974e-24 (dimensionless)
wavelength: 1000 nm
path length: 1000 m
phase retardation: 2.497e-14 rad
photon energy / electron rest energy: 2.426e-06 (dimensionless)
that ratio times B/B_c: 5.497e-16 (dimensionless)
full/weak-field n_perp-1 at B=0.1 B_c: 0.9835 (dimensionless)
(1-ratio)/(B/B_c)^2 at B=0.01 B_c: 1.7136 (dimensionless)
```
